Damped Newton iteration for low-temperature heat networks with power-law links

A small copper island on an insulating chip is heated at a few tens of millikelvin. Its electrons pass heat to its lattice vibrations, whose coupling is so weak that the two have different temperatures. The electrons also conduct along a wire, and the phonons lose heat to the chip. These paths follow different powers of temperature, so the steady state solves a set of nonlinear equations. Plain Newton iteration can answer with a negative temperature. The scheme below cannot, and, rounding and its stopping test aside, it converges to the steady state from any positive start.

**Model**

There are S nodes with temperatures T_i ≥ 0 and given heat loads Q_i ≥ 0. A link between i and j carries

P_ij = K (T_i^n − T_j^n), K > 0, n ≥ 1,

from i to j. K and n may differ between links. A bath link has the same form, with T_j replaced by a fixed T_b > 0. Every node reaches a bath through some chain of links. Typical exponents are n = 2 for electrons in a metal wire, n = 4 for phonons crossing a boundary, and n = 5 for electron–phonon coupling in a clean metal.

Let N_i(T) be the net outflow from node i. The steady state satisfies

F_i(T) = N_i(T) − Q_i = 0,

and the size of the imbalance is measured by M = Σ_i |F_i|, a power.

**The Jacobian is dominant by columns**

Differentiation at T > 0 gives

J_ii = Σ n K T_i^(n−1) (all links of i, baths included),
J_ij = −n K T_j^(n−1) (summed over links between i and j).

Column j holds the effects of warming node j. What j loses through an internal link, its neighbour gains, so these terms cancel in the column sum and the bath terms remain:

Σ_i J_ij = g_j = Σ_baths n K T_j^(n−1) ≥ 0.

The diagonal is therefore at least as large as the sum of the other magnitudes in its column, with equality at nodes that have no bath link.

Rows need not be dominant, because a row mixes different temperatures. Take two nodes joined by n = 5, each with an n = 2 link to a 0.1 K bath, all K = 1, at T = (1, 0.85) K. The second row has diagonal 5(0.85)⁴ + 2(0.85) = 4.31 and off-diagonal −5.

Weak dominance, together with the path from every node to a bath, suffices for a regular J. Suppose Jᵀy ≥ 0 and let y_j be the smallest component, supposed negative. Since J_jj = g_j + Σ_{i≠j}|J_ij|,

(Jᵀy)_j = g_j y_j + Σ_{i≠j} |J_ij| (y_j − y_i).

Neither term is positive, so both vanish: g_j = 0 and every neighbour has the same value y_j. Repeating the argument along a path ends at a bath-linked node, where g y < 0, a contradiction. Hence y ≥ 0. Applied to y and −y, this shows that Jᵀy = 0 forces y = 0. So J is invertible and J⁻¹ has no negative entry: added heat cools no node. Multiplying 1ᵀJ = gᵀ by J⁻¹ gives gᵀJ⁻¹ = 1ᵀ, which says that a small extra power at any node leaves in full through the baths.

**Elimination without row exchange**

Eliminating node c changes the remaining entries to

a'_ij = a_ij − a_ic a_cj / a_cc.

For i, j ≠ c both factors in the product are ≤ 0, so the subtracted term is ≥ 0. Off-diagonals stay ≤ 0 and diagonals do not grow. Let s_j be the old column sum. The new one is

(s_j − a_cj) − (a_cj/a_cc)(s_c − a_cc) = s_j + |a_cj| s_c/a_cc ≥ 0.

Column dominance thus survives. A zero pivot would mean a zero column, which an invertible matrix excludes. Every new entry obeys |a'_ij| ≤ a'_jj ≤ a_jj, so no entry exceeds the largest original one. The elimination order can be chosen for sparsity alone.

**Uniqueness and a bound on the heat error**

Compare two states T and T'. Let s_i be the sign of T_i − T'_i, and on a given link let x = T_i^n − T'_i^n and y = T_j^n − T'_j^n, which have signs s_i and s_j. Multiplying the outflow differences by s_i and summing, each internal link contributes

K (s_i − s_j)(x − y) = K (|x| + |y| − s_i y − s_j x) ≥ 0,

and each bath link contributes K|x|. Therefore

Σ_baths K |T_i^n − T'_i^n| ≤ Σ_i |N_i(T) − N_i(T')|.

If the loads are equal, every contribution vanishes. Bath-linked nodes then agree. A link from an agreeing node (s_i = x = 0) contributes K|y|, so its neighbour agrees too, and so on through the network. There is at most one steady state.

With T' the steady state T*, the right side is M. Thus M bounds the total error of the heat delivered to the baths. It does not directly bound the temperature of a weakly coupled interior node; near the solution that error is estimated by J⁻¹F.

**When the full step stays positive, and when it does not**

The Newton step δ solves Jδ = −F. If all links share one exponent, put u_i = T_i^n. Then F = Au − b, where A is constant and b_i = Q_i + Σ_baths K T_b^n. The chain rule gives J = nA diag(T^(n−1)), so

n T_i^(n−1) δ_i = (A⁻¹b − u)_i = T*_i^n − T_i^n,

T_i + δ_i = (1 − 1/n) T_i + T*_i^n / (n T_i^(n−1)) > 0.

No step can reach zero, though a cold start overshoots. For n = 5 and T = 0.1 T* the next value is about 2000 T*, and at a factor 4/5 per step the return takes some 34 steps. In this special case one should solve Au = b once and take roots.

Mixed exponents remove the protection. Let a hot node h, with heater Q, drain to a cold bath as K_h T_h^m. A weak link K T_h^n feeds a colder node c, which drains as K_c T_c^p. To leading order in the weak link, with T_c^n and the bath terms neglected,

K_h T_h^m = Q, K_c T_c^p = K T_h^n.

Now switch the heater off and start Newton from this state. The residuals are F_h = Q and F_c = 0. The first row gives

m K_h T_h^(m−1) δ_h = −K_h T_h^m, so δ_h = −T_h/m.

The second gives

p K_c T_c^(p−1) δ_c = n K T_h^(n−1) δ_h = −(n/m) K T_h^n = −(n/m) K_c T_c^p,

so δ_c = −n T_c/(mp) and

(T_c + δ_c)/T_c = 1 − n/(mp).

This is negative when n > mp. The reason is that T_c varies as Q^(n/(mp)); for a power above one, the tangent reaches zero temperature before Q reaches zero. With m = p = 2, K_h = K_c = 1, K = 0.001, Q = 1 and baths at 0.001, in consistent units, the complete equations give −0.247 for n = 5 and −0.496 for n = 6. The leading-order values are −0.25 and −0.50.

**Damping**

Replace the full step by λδ. Since Jδ = −F,

F(T + λδ) = (1 − λ)F + R, Σ|R_i| ≤ Cλ²,

where C depends on T and δ. Hence M_new ≤ (1 − λ)M + Cλ², and the requirement

M_new ≤ (1 − λ/4) M

is met once λ ≤ 3M/(4C). Positivity is kept by starting with

λ = min(1, 0.9 / max_i(−δ_i/T_i)),

or λ = 1 if no component falls. No node then loses more than 90% of its temperature in one step.

This alone does not prove convergence. Where T_j → 0 and n > 1, column j of J tends to zero, δ can grow without limit, and the accepted λ can shrink until the iteration stalls. A second kind of step is needed there.

**Nodal relaxation as fallback**

Hold all neighbours of node i and solve its own balance,

Σ K T_i^n = Q_i + Σ K T_other^n.

The left side rises from zero and the right side is positive, so there is one positive root. Bisection or a bracketed secant method finds it.

Relaxation cannot raise M. Changing T_i to its root T_i' removes |F_i|. Neighbour j receives −K(T_i'^n − T_i^n), which has the sign of the old F_i. These transfers add up to |F_i| minus the share B_i ≥ 0 taken by baths. Thus M_new ≤ M − B_i, with a further loss wherever a transfer meets a residual of opposite sign.

After S sweeps through all nodes M has strictly fallen, unless F was zero. Suppose it had not. Then no transfer ever cancelled, so a node relaxed with nonzero residual leaves every neighbour with a nonzero residual, which persists until that neighbour is relaxed, at the latest in the next sweep. Following a path of at most S − 1 links, a bath-linked node is relaxed with nonzero residual by sweep S. Its B_i is positive, a contradiction. If no node is more than D links from a bath-linked node, D + 1 sweeps suffice.

**Pseudocode**

    T ← any positive start
    repeat
        solve J δ = −F without row exchange
        λ ← min(1, 0.9 / max(−δ/T)), or 1 if no δ < 0
        if M(T) ≤ 1e-12 × gross: T ← T + λδ unless this raises M; stop
        while λ ≥ 1/16 and M(T + λδ) > (1 − λ/4) M(T)
            λ ← λ/2
        if λ ≥ 1/16: T ← T + λδ
        else: T ← result of S relaxation sweeps

Here "gross" is the sum of all K T^n terms at the nodes plus the loads. F is a difference of such terms, so rounding sets a floor proportional to gross, not to M. This test can pass too early from a very hot, nearly uniform start, because an internal link between equal temperatures adds to gross but not to M. Take two nodes joined by n = 5, one with an n = 2 link to a bath at 0.1 and the other with a unit load, all K = 1 in consistent units. Started at 10⁴, they have gross ≈ 2×10²⁰ and M ≈ 10⁸, so the loop stops at once and returns 5000, while the steady state is near 1. An answer should be accepted only if the last δ_i/T_i is small at every node; here it is −1/2. The proof below concerns the iteration without the stopping test.

**Why it converges**

M never rises, and a bounded M keeps T bounded. Indeed Σ_i N_i is the total heat into the baths and is at most M + ΣQ_i, so bath-linked nodes are bounded. If T_i is bounded, then N_i ≥ −M limits the inflow Σ K T_j^n from its neighbours, which are therefore bounded, and so on.

If the fallback is used finitely often, every later step has λ ≥ 1/16 and multiplies M by at most 1 − 1/64, so M → 0. If it is used infinitely often, choose fallback states converging to some T̄. The sweeps are a continuous map G, and M decreases to a limit M∞ = M(T̄). Since M(G(T)) ≥ M∞ along the sequence, M(G(T̄)) ≥ M(T̄). Strict decrease then allows F(T̄) = 0 alone, so M∞ = 0.

In both cases every limit point solves F = 0. This proves that a steady state exists, and by uniqueness the whole sequence converges to it. It is positive: a node at T_i = 0 has outflow −Σ K T_other^n, which can equal Q_i ≥ 0 only if all its neighbours are at zero, and this would continue up to a bath with T_b > 0. Near T* the matrix J is regular, δ is small, the full step passes, and the error is squared at each step.

**Cost**

Dense elimination takes about 2S³/3 operations. A tree-shaped network, eliminated from its leaves, creates no new entries and costs a number of operations proportional to S. One sweep visits each internal link twice and each bath link once, times the iterations of the scalar root finder. In large networks D + 1 sweeps should replace S.

**Example: three copper islands**

Islands A, B and C measure 2000 × 2000 × 1000 nm. Wires of 3000 × 100 × 50 nm join A to B, B to C, and C to a lead. Lead and substrate are at 50 mK, and A's electrons receive 50 pW. Each island has an electron node and a phonon node. Rough typical values for copper are an electron–phonon constant of 2×10⁹ W m⁻³ K⁻⁵, a boundary coefficient of 100 W m⁻² K⁻⁴ and a wire resistivity of 30 nΩ m. Then

electron–phonon: 2×10⁹ × 4×10⁻¹⁸ W/K⁵ = 8000 pW/K⁵,
phonon–substrate: 100 × 4×10⁻¹² W/K⁴ = 400 pW/K⁴,
wire: R = 30×10⁻⁹ × 3×10⁻⁶ / (5×10⁻¹⁵) Ω = 18 Ω.

By the Wiedemann–Franz law a wire has conductance L₀T/R, with L₀ = 2.443×10⁻⁸ W Ω K⁻². Integrating over T gives K = L₀/(2R) = 679 pW/K² with n = 2.

Start with all nodes at 50 mK. There a wire conducts 2 × 679 × 0.05 = 68 pW/K, so three in series suggest a rise of A by 3 × 50/68 ≈ 2.2 K. At such a temperature the T⁵ coupling would carry several hundred thousand picowatts. Undamped Newton indeed passes through M = 9.8×10⁵ pW and produces −551 mK at its third step. The damped scheme proceeds as follows:

    step   λ        M (pW)
    0      start    50.0
    1      1/16     45.4
    2      sweeps   12.7
    3      1        1.55
    4      1        1.65e-2
    5      1        2.07e-6
    6      1        1.1e-13

From step 3 to 4 and from 4 to 5, M_new/M² is 0.007 to 0.008 pW⁻¹, which is the quadratic regime.

The electrons of A, B and C settle at 407, 327 and 232 mK, their phonons at 398, 318 and 223 mK. The lead takes 679 × (0.2323² − 0.05²) = 34.9 pW, and the substrate takes 10.0, 4.1 and 1.0 pW under the three islands, 50 pW in all. The inverse Jacobian gives a response of 3.2 mK/pW for A's electrons. Locally T_A therefore varies as Q to the power 3.185 × 50/407 = 0.39, between the 1/2 of wires alone and the 1/4 of a phonon boundary alone, for cold baths.

Two limits frame the result. Without phonon cooling, T_A² = 0.05² + 3 × 50/679 K², or 473 mK. If the phonons stayed at 50 mK, the electron–phonon link of A could carry at most the full 50 pW, so T_A would lie below about (50/8000)^(1/5) K = 362 mK; with the wires included, that network gives 312 mK.

**Beside real devices**

Metal films in such devices can be tens of nanometres thick; the 1000 nm here is far from that and was taken so that the island has phonons of its own. For a rough transverse sound speed of 2300 m/s, the dominant wavelength hv/(2.82 k_B T) is 98 to 175 nm. In a much thinner film the separate phonon node loses its meaning. If the film phonons then simply follow the substrate, the boundary no longer impedes the heat, but the electron–phonon coefficient shrinks with the volume. At a thickness of 30 nm it is 240 pW/K⁵, and even at 473 mK island A would lose only 5.7 pW this way. With the wires and the heater unchanged, most of the heat then leaves through the wires, and T_A rises towards the first limit: it reaches 447 mK, with 44 of the 50 pW going to the lead. The T⁵ law also needs an electron free path long compared with the inverse phonon wavenumber. A rough island resistivity of 5 nΩ m and free-electron density of 8.5×10²⁸ m⁻³ give a path of 131 nm and, for the transverse wavelengths above, a ratio of 8.4 in A and 4.7 in C. Longitudinal phonons, which produce the T⁵ law in the free-electron picture, travel at roughly 4700 m/s, and for them the ratios are 4.1 and 2.3. The islands are thus only at the edge of that regime.

With all else fixed, halving or doubling the boundary coefficient moves T_A by +23 or −26 mK; for the electron–phonon constant the shifts are +4 and −2 mK. Three omitted paths were estimated by adding links and solving again: electron–phonon loss in the wires, assigned to the islands at their ends; one fully matched photon channel from A to the lead; and ballistic phonons along the wires. Together they lower T_A by an amount of the order of 1 mK. This is only a rough estimate, because the wires are too narrow for the bulk phonon law and too resistive for the clean-metal T⁵ law. For heat flowing uniformly through its cross-section, the temperature drop across island A would be about 25 μK. Crowding of the heat flow at the wire contact, which is narrower than the electron free path, raises this to several tenths of a millikelvin, still small beside 407 mK, so one electron temperature per island is adequate.

**Scattered starts and failure modes**

To see the scheme under harsher conditions, 60 random six-node networks were solved from two starts each. Exponents were drawn from 2, 4 and 5, coefficients from 0.3 to 10 pW/K^n, and each starting temperature independently from 0.03 to 3 K. All 120 runs converged within 12 steps, counting a block of sweeps as one; 104 used sweeps. From the same starts, undamped Newton reached a nonpositive temperature in 106 runs. Such starts are much rougher than a neighbouring operating point, so these counts do not predict everyday use.

The guarantee ends where its assumptions do:

- A refrigerator gives Q_i < 0, and a steady state may not exist. One node with one bath needs Q ≥ −K T_b^n.
- A load that depends on temperature adds −dQ_i/dT_i to the diagonal. If Q_i rises with T_i, this can destroy dominance and permit several steady states or thermal runaway.
- A group of nodes without a path to a bath makes J singular. Connectivity should be tested before the first step.
- Coefficients of very different size can hide a poorly converged weak node beneath the rounding floor of the strong links. The size of the last δ_i/T_i, node by node, reveals it, provided the coefficients are not so far apart that J itself becomes singular through rounding.

Numbers in the example were calculated in double precision.
